Second- and Third-Order Energies of 1s² from the Hylleraas Functional

**What scaling fixes**

Take two electrons and a fixed point nucleus of charge Z, without relativity, in the singlet ground state 1s². In atomic units the Hamiltonian contains kinetic energy, nuclear attraction proportional to Z, and the repulsion 1/r₁₂. Measure lengths in bohr/Z. Kinetic energy and attraction then both acquire a factor Z², the repulsion only a factor Z:

H = Z² (H₀ + λV),  λ = 1/Z,

H₀ = −½∇₁² − ½∇₂² − 1/r₁ − 1/r₂,  V = 1/r₁₂.

The nuclear charge survives only in λ, so E(Z) = Z² ε(1/Z). The lowest level of H₀ is nondegenerate and separated by 3/8 from the next, which comprises 1s2s and 1s2p. The repulsion is a sufficiently mild perturbation for ε to have a power series at small λ. Therefore

E(Z) = E₀Z² + E₁Z + E₂ + E₃/Z + …

E₂ does not depend on Z: matrix elements of the repulsion grow as Z, excitation energies as Z², and second order divides the square of the first by the second.

The starting function is ψ₀ = exp(−r₁−r₂)/π, with E₀ = −½ − ½ = −1. Write A = H₀ − E₀ and W = V − E₁. All functions are real. Insert ψ = ψ₀ + λψ₁ + λ²ψ₂ + … into the Schrödinger equation and collect powers of λ:

Aψ₁ = −Wψ₀,
Aψ₂ = −Wψ₁ + E₂ψ₀,
Aψ₃ = −Wψ₂ + E₂ψ₁ + E₃ψ₀.

Since Aψ₀ = 0, projecting each line on ψ₀ removes its left side:

E₁ = ⟨ψ₀|V|ψ₀⟩,
E₂ = ⟨ψ₀|W|ψ₁⟩,
E₃ = ⟨ψ₀|W|ψ₂⟩ − E₂⟨ψ₀|ψ₁⟩.

**The naive scheme and its two faults**

The direct route expands ψ₁ in eigenstates k of H₀:

E₂ = −Σₖ |⟨k|V|ψ₀⟩|² / (Eₖ − E₀).

The states k include the continuum of either or both electrons. Even with a finite radial basis in place of the continuum, the sum over orbital angular momentum l is slow, because products of orbitals do not contain r₁₂ explicitly. Such a sum gives −0.125334 hartree from l = 0 and −0.026495 from l = 1. After l = 8 an estimated −0.000078 is still missing, if the terms fall as (l+½)⁻⁴. The total with this tail is −0.157663. Its sixth decimal is limited by the finite radial basis as well as by the estimated tail.

The second fault is that the formula for E₃ asks for ψ₂, a further equation with a harder source.

**Replacing the sum by a minimum**

Let χ be any trial function and define the Hylleraas functional

J[χ] = ⟨χ|A|χ⟩ + 2⟨χ|W|ψ₀⟩.

Put χ = ψ₁ + η:

J = ⟨ψ₁|A|ψ₁⟩ + 2⟨ψ₁|W|ψ₀⟩ + 2⟨η|Aψ₁ + Wψ₀⟩ + ⟨η|A|η⟩.

The third term vanishes by the first-order equation. The same equation gives ⟨ψ₁|A|ψ₁⟩ = −⟨ψ₁|W|ψ₀⟩ = −E₂, so the first two terms add to −E₂ + 2E₂ = E₂:

J[ψ₁ + η] = E₂ + ⟨η|A|η⟩ ≥ E₂.

The inequality holds because E₀ is the lowest eigenvalue of H₀. Every trial function gives an upper bound to E₂, with an error quadratic in η. Adding a multiple of ψ₀ to χ changes nothing, since Aψ₀ = 0 and ⟨ψ₀|W|ψ₀⟩ = 0.

**Removing ψ₂**

Start from the formula for E₃ and use the first-order equation on the left factor, then the second-order equation on the right:

⟨ψ₀|W|ψ₂⟩ = −⟨ψ₁|A|ψ₂⟩ = ⟨ψ₁|W|ψ₁⟩ − E₂⟨ψ₁|ψ₀⟩.

Hence

E₃ = ⟨ψ₁|W|ψ₁⟩ − 2E₂⟨ψ₀|ψ₁⟩.

This is the 2n+1 theorem for n = 1: the wave function through order n fixes the energy through order 2n+1. The general reason is variational. If a trial function Φ differs from the eigenfunction by δ, of order λⁿ⁺¹, its Rayleigh quotient differs from the energy by ⟨δ|H−E|δ⟩/⟨Φ|Φ⟩, of order λ²ⁿ⁺².

For n = 1 the quotient can be written in closed form. Choose ⟨ψ₀|ψ₁⟩ = 0 and Φ = ψ₀ + λψ₁. Subtract E₀ + λE₁ from the scaled Hamiltonian, which leaves A + λW. Its expectation value is

λ²(⟨ψ₁|A|ψ₁⟩ + 2⟨ψ₀|W|ψ₁⟩) + λ³⟨ψ₁|W|ψ₁⟩ = λ²E₂ + λ³E₃,

so, with N = ⟨ψ₁|ψ₁⟩,

R(λ) = E₀ + λE₁ + (λ²E₂ + λ³E₃)/(1 + λ²N).

These steps remain valid if all equations are projected on a finite basis containing ψ₀. The computed E₂ and E₃ are then coefficients in the λ-series of the lowest eigenvalue in that basis. Numerical differentiation of eigenvalues in a 29-function basis gives −0.15763174 and 0.00859629 hartree, in agreement with the two formulas. Against the eigenvalue of the same basis, the error of R falls by a factor 15.995 when λ goes from 0.02 to 0.01; a λ⁴ law predicts 16.

**Removing the nuclear singularities**

Write χ = ψ₀F, and let ∇ denote the gradient in all six coordinates. Since H₀ψ₀ = E₀ψ₀, the terms with undifferentiated F cancel:

A(ψ₀F) = −½ψ₀∇²F − ∇ψ₀·∇F.

Multiplication by ψ₀F gives −½F∇·(ψ₀²∇F), and integration by parts gives

⟨χ|A|χ⟩ = ½∫ψ₀²(|∇₁F|² + |∇₂F|²).

The surface terms vanish for the functions used below. The nuclear attraction has disappeared and the form is visibly non-negative.

An S state depends only on r₁, r₂ and r₁₂. Use

s = r₁ + r₂,  t = r₂ − r₁,  u = r₁₂.

Integration over orientations leaves 8π²r₁²r₂² dr₁ dr₂ d(cos θ), with θ the angle between the position vectors. At fixed radii u du = −r₁r₂ d(cos θ), which turns this into 8π²r₁r₂u dr₁ dr₂ du. With r₁r₂ = (s²−t²)/4 and dr₁ dr₂ = ½ ds dt, the element is π²(s²−t²)u ds dt du for −u ≤ t ≤ u ≤ s. F is even in t for a singlet, so take t ≥ 0 and double. An average over ψ₀² is then

⟨f⟩ = 2∫e^(−2s)(s²−t²)u f ds dt du,  0 ≤ t ≤ u ≤ s.

For the gradients, let n₁ and n₂ be the radial unit vectors and e the unit vector along r₁ − r₂. Subscripts on F denote derivatives:

∇₁F = (Fₛ−Fₜ)n₁ + Fᵤe,
∇₂F = (Fₛ+Fₜ)n₂ − Fᵤe.

The cosine rule and r₂² − r₁² = st give

n₁·e = (u²−st)/[(s−t)u],  −n₂·e = (u²+st)/[(s+t)u].

Their sum multiplies Fₛ, and the second minus the first multiplies Fₜ. Over the common denominator (s²−t²)u the numerators are 2s(u²−t²) and 2t(s²−u²). Half the sum of squared gradients is therefore

G = Fₛ² + Fₜ² + Fᵤ² + 2Fᵤ[s(u²−t²)Fₛ + t(s²−u²)Fₜ]/[(s²−t²)u].

The volume factor cancels the last denominator. For powers of s, t and u all integrals reduce to

M(a,b,c) = ∫e^(−2s) sᵃtᵇuᶜ ds dt du = p!/[2^(p+1)(b+1)(b+c+2)],  p = a+b+c+2.

The t-integral gives u^(b+1)/(b+1), the u-integral then gives s^(b+c+2)/(b+c+2), and the s-integral gives the factorial.

**One function by hand**

First, p = 4 gives E₁ = ⟨1/u⟩ = 2[M(2,0,0) − M(0,2,0)] = 2(3/8 − 1/16) = 5/8. Likewise

⟨u⟩ = 2[M(2,0,2) − M(0,2,2)] = 2(1.40625 − 0.31250) = 2.1875,
⟨u²⟩ = 2[M(2,0,3) − M(0,2,3)] = 2(3.9375 − 0.9375) = 6.

Take F = cu. Then G = c², and the linear coefficient is

b = ⟨u(1/u − 5/8)⟩ = 1 − 0.625 × 2.1875 = −0.3671875.

J = c² + 2bc is smallest at c = −b = 0.3671875, where E₂ = −b² = −0.134827 hartree. A single function that grows with the distance between the electrons recovers about 86% of the converged value.

For E₃ the overlap matters. The uncorrected expression is

c²⟨u²(1/u − 5/8)⟩ = 0.134827 × (2.1875 − 3.75) = −0.210667,

which has the wrong sign. The overlap is c⟨u⟩ = 0.803223, and the correction −2E₂c⟨u⟩ = +0.216592 restores E₃ = 0.005925 hartree. Using c(u − ⟨u⟩) from the start gives the same value: since ⟨1/u − 5/8⟩ = 0, expanding the square gives the uncorrected term plus −2c²⟨u⟩b = +0.216592, so the same cancellation occurs. Orthogonalising first only builds the correction into ψ₁, so that E₃ = ⟨ψ₁|W|ψ₁⟩; the general scheme does this.

**Choosing the basis**

The obvious extension is F = Σcᵢfᵢ with powers of s, t² and u. The 95 powers of total degree up to 8 give E₂ = −0.157665046 hartree, which rounds to −0.157665. To see one feature that powers lack, look at the equation for F. Because ∇ψ₀ = −ψ₀(n₁, n₂), the first-order equation reads

−½∇²F + ∂F/∂r₁ + ∂F/∂r₂ = 5/8 − 1/r₁₂,

where the radial derivatives are taken at fixed directions. Average over electron 2 with its 1s density. Its own part of the operator integrates to zero, by the integration by parts used above. At large r = r₁ the average of 1/r₁₂ is 1/r up to exponentially small terms. The averaged function f(r) therefore obeys

−½f″ − f′/r + f′ = 5/8 − 1/r.

Exclude the solution growing as e^(2r) and insert f′ = 5/8 + k/r. The terms in 1/r require k − 5/8 = −1, so k = −3/8 and

f ≈ (5/8)r − (3/8)ln r.

The linear term reflects the weaker binding of the outer electron, and the logarithm adjusts the power of r in its tail. No finite set of powers contains this logarithm. Far out s ≈ r, so functions with a factor ln s can supply it:

f = sˡtᵐuⁿ(ln s)^q,  m even,  q = 0 or 1,  l+m+n+2q ≤ ω.

Their integrals remain elementary. Differentiating Γ(p+1)/2^(p+1) with respect to p multiplies it by D = Ψ(p+1) − ln 2, where Ψ is the logarithmic derivative of Γ. This supplies ln s, and a second differentiation supplies ln²s through D² + Ψ′(p+1).

With logarithms, 104 functions (ω = 7) already reach −0.157666342. The derivation shows that F has a logarithm in its tail, but it does not explain this gain. Added alone to the 95 powers, the function ln s receives coefficient zero and leaves E₂ unchanged. The gain comes from products of ln s with powers, and a factor ln[s/(1+s)], which has no logarithm at large s, serves equally well. F also has a logarithm where both electrons approach the nucleus, the Fock term of the form r₁r₂ cos θ · ln s. That one function recovers about 5 × 10⁻⁷ of the 1.4 × 10⁻⁶ hartree that the 95 powers miss.

**The algorithm**

Let Kᵢⱼ be the bilinear form belonging to ⟨G⟩ and bᵢ = ⟨fᵢ(1/u − 5/8)⟩. The constant function has zero gradient and would make K singular, so it is left out of the minimisation:

1. Order the functions by ω and build K, b, the overlaps and the matrix of W from the moments.
2. Factor K once by Cholesky decomposition. Its leading blocks serve all smaller bases.
3. Solve Kc = −b, the condition for a minimum of cᵀKc + 2bᵀc. Then E₂ = b·c.
4. Subtract ⟨F⟩ from F, which makes ψ₁ orthogonal to ψ₀.
5. Evaluate E₃ = ⟨F²(1/u − 5/8)⟩ and increase ω.

High powers are nearly parallel under the weight. The average of sᵏ is proportional to Γ(k+6)/2ᵏ, so the cosine between s⁷ and s⁸ is √(20/21) ≈ 0.976. The linear algebra was therefore carried out with 60 digits.

Selected results in hartree are:

ω = 1, 3 functions: E₂ = −0.146134, E₃ = 0.003496
ω = 4, 29 functions: E₂ = −0.157632, E₃ = 0.008596
ω = 7, 104 functions: E₂ = −0.157666342, E₃ = 0.008698726
ω = 8, 145 functions: E₂ = −0.157666417, E₃ = 0.008698988

The last step lowers E₂ by 7.5 × 10⁻⁸ and raises E₃ by 2.6 × 10⁻⁷. For both, the last two steps shrink by factors of about seven. If that continues, the rounded values stand:

E₂ = −0.157666 hartree (−4.2903 eV),
E₃ = 0.008699 hartree (0.2367 eV).

The two numbers differ in status. E₂ descends as functions are added. E₃ need not improve: with u alone it was 0.005925, and adding s lowered E₂ but moved E₃ to 0.003496, further from its limit. For an error η orthogonal to ψ₀,

δE₂ = ⟨η|A|η⟩,  δE₃ = 2⟨η|W|ψ₁⟩ + ⟨η|W|η⟩,

and for an arbitrary η the linear term remains. With η = 0.001(u − ⟨u⟩)ψ₀ the shifts are 1.0 × 10⁻⁶ and 4.6 × 10⁻⁵ hartree. Halving η divides them by 4.000 and 2.001.

The error left by the minimisation is not arbitrary. It satisfies ⟨η|A|φ⟩ = 0 for every φ in the basis. With the second-order equation the linear term becomes −2⟨η|A|ψ₂⟩ = −2⟨η|A|ψ₂−φ⟩, a product of two small errors if the basis also represents ψ₂ well. This agrees with the similar factors by which the steps in E₂ and E₃ shrink.

**Using the coefficients**

For Z = 2 the first two terms give −4 + 1.25 = −2.75 hartree. The next two add −0.1576664 + 0.0043495 = −0.1533169, for a sum of −2.903317. The variational eigenvalue in the same basis is −2.903724, itself an upper bound to the exact energy, and the sum lies above it by 4.07 × 10⁻⁴ hartree, or 0.014% of the total energy. For Z = 10 the sum is −93.906797 and the discrepancy 9.99 × 10⁻⁶ hartree.

If fourth order alone were missing, the discrepancy times Z² would be constant. It is 1.63 × 10⁻³ at Z = 2 and 1.00 × 10⁻³ at Z = 10, so later terms contribute visibly at the smaller charge.

The truncated sum is not guaranteed to be a bound, whereas R is. With N = 0.244435, the bound at Z = 2 is

−2.75 − 0.1533169/(1 + 0.244435/4) = −2.894487 hartree.

It is less accurate than the sum because the denominator introduces a positive fourth-order term −λ⁴E₂N.

At Z = 1 the sum is −1 + 0.625 − 0.157666 + 0.008699 = −0.523967 hartree, below the energy −0.5 of a hydrogen atom and a distant electron. This does not prove that H⁻ is bound. The corresponding bound, −0.375 − 0.148967/1.244435 = −0.494707, lies above −0.5 and does not decide the question. Here λ = 1, and a series justified for small λ must be checked separately.

All these energies omit relativity, nuclear motion and quantum electrodynamics. The numerical output below gives the full convergence table and the remaining checks.

Computed results

```
E1 from moments = 0.625000 hartree (times Z)
E1 from radial quadrature = 0.625000 hartree (times Z)
One function F = c*u (scaled units):
  <u> = 2.187500 bohr/Z
  <u^2> = 6.000000 (bohr/Z)^2
  K_uu = 1.000000
  b_u = -0.3671875
  c = 0.3671875
  E2 = -0.134827 hartree
  E3 = 0.005925 hartree
omega, functions, E2 (hartree), E3 (hartree):
  1   3 -0.146133814 0.003495978
  2   8 -0.156602240 0.005059350
  3  16 -0.157459447 0.008071942
  4  29 -0.157631738 0.008596296
  5  47 -0.157661810 0.008683809
  6  72 -0.157665800 0.008697001
  7 104 -0.157666342 0.008698726
  8 145 -0.157666417 0.008698988
E2 from the 95 pure powers, omega = 8 = -0.157665046 hartree
Quadratic part of J at minimum = 0.15766642 hartree
Linear part of J at minimum = -0.31533283 hartree
<psi1|psi1> = 0.244435
E2 from partial waves = -0.157663 hartree
  l=0 part = -0.125334 hartree
  l=1 part = -0.026495 hartree
  estimated tail l>8 = -0.000078 hartree
omega=4: E2 from eigenvalue differences = -0.15763174 hartree
omega=4: E3 from eigenvalue differences = 0.00859629 hartree
Quotient error ratio, lam 0.02 to 0.01 = 15.995
psi1 error 0.001*(u-<u>)*psi0: dE2 = 1.000e-06, dE3 = 4.628e-05 hartree
  ratio of dE2 on halving the error = 4.000
  ratio of dE3 on halving the error = 2.001
Z = 2, energies in hartree:
  sum through E3/Z = -2.903317
  Rayleigh bound = -2.894487
  variational eigenvalue = -2.903724
  sum minus eigenvalue = 4.07e-04
Z = 10, energies in hartree:
  sum through E3/Z = -93.906797
  Rayleigh bound = -93.906414
  variational eigenvalue = -93.906807
  sum minus eigenvalue = 9.99e-06
Final E2 = -0.157666 hartree
Final E3 = 0.008699 hartree
Final E2 converted = -4.2903 eV
Final E3 converted = 0.2367 eV
```
